\section*{Logarithmic Residue Loss and Inverse-Time Release in Isothermal Wafer Rinsing}

\section{What a single rate constant gets wrong}

Suppose that a rinse is described by one rate constant, read off as the release rate divided by the residue at one moment. For the model wafer treated below, $60\,\mathrm{s}$ of rinsing leaves $4.419\times10^{12}\,\mathrm{cm^{-2}}$ of residue, which is being released at $1.230\times10^{10}\,\mathrm{cm^{-2}\,s^{-1}}$. The apparent rate constant is their ratio, $2.78\times10^{-3}\,\mathrm{s^{-1}}$. Exponential decay at this rate for another $540\,\mathrm{s}$ would multiply the residue by $e^{-1.50}=0.22$ and leave about $9.8\times10^{11}\,\mathrm{cm^{-2}}$. The model in fact leaves $2.73\times10^{12}\,\mathrm{cm^{-2}}$, nearly three times as much.

The error comes from treating the species that survive to $600\,\mathrm s$ as typical of those present at $60\,\mathrm s$. Weakly held species leave first, so the remaining ones are held more strongly. When the activation energies are spread evenly over a range much wider than the thermal energy, the residue falls linearly in $\ln t$ and the release rate falls as $1/t$, within a window of time found below.

\section{Model and conventions}

A residue of initial areal density $N_0$ occupies independent sites. Their activation energies $E$ are uniformly distributed between $E_l$ and $E_h$, with width $W=E_h-E_l$. The temperature $T$ is constant, released species do not return, and all sites share one prefactor $\nu$. With Boltzmann's constant $k_B$, a site of energy $E$ empties at the rate
\begin{equation}
k(E)=\nu e^{-E/k_BT}.
\end{equation}
Let $\theta(E,t)$ be the probability that a site is still occupied, with $\theta(E,0)=1$. The residue $N$ and the release rate $R$, both per unit area, are
\begin{equation}
\frac{N(t)}{N_0}=\frac1W\int_{E_l}^{E_h}\theta(E,t)\,dE,
\qquad R(t)=-\frac{dN}{dt}.
\label{eq:definitions}
\end{equation}
Further abbreviations are
\begin{equation}
\varepsilon=\frac{k_BT}{W},\quad
a=k(E_l)t=k_{\max}t,\quad
b=k(E_h)t=k_{\min}t.
\end{equation}
Since $k_{\max}/k_{\min}=e^{W/k_BT}$, it follows that $\ln(a/b)=1/\varepsilon$.

\section{First derivation: add the exponential decays}

First-order release means $\partial_t\theta=-k(E)\theta$, so $\theta=e^{-k(E)t}$. In the integral for $N$, substitute
\begin{equation}
x=k(E)t=\nu t e^{-E/k_BT},\qquad dE=-k_BT\,\frac{dx}{x}.
\end{equation}
The lower energy corresponds to $x=a$ and the upper to $x=b<a$. The minus sign reverses the limits:
\begin{align}
\frac{N}{N_0}
&=-\varepsilon\int_a^b\frac{e^{-x}}x\,dx
=\varepsilon\int_b^a\frac{e^{-x}}x\,dx\nonumber\\
&=\varepsilon[E_1(b)-E_1(a)],
\qquad E_1(z)=\int_z^\infty\frac{e^{-s}}s\,ds.
\label{eq:exactN}
\end{align}
For a constant $c$, the chain rule gives $dE_1(ct)/dt=-e^{-ct}/t$. Hence
\begin{equation}
R=\frac{N_0\varepsilon}{t}\left(e^{-b}-e^{-a}\right).
\label{eq:exactR}
\end{equation}
Both formulas hold for all $t>0$ within the model.

To extract the logarithm, define
\begin{equation}
\operatorname{Ein}(z)=\int_0^z\frac{1-e^{-s}}s\,ds.
\end{equation}
The derivative of $E_1(z)+\ln z-\operatorname{Ein}(z)$ is
\begin{equation}
-\frac{e^{-z}}z+\frac1z-\frac{1-e^{-z}}z=0,
\end{equation}
so this combination is constant. Its value follows from small $z$, where integration by parts gives
\begin{equation}
E_1(z)=-e^{-z}\ln z+\int_z^\infty e^{-s}\ln s\,ds.
\end{equation}
As $z\to0$, the last integral tends to $\Gamma'(1)=-\gamma$, where $\gamma=0.577\ldots$ is Euler's constant, while $(1-e^{-z})\ln z$ and $\operatorname{Ein}(z)$ vanish. Therefore
\begin{equation}
E_1(z)=-\gamma-\ln z+\operatorname{Ein}(z).
\end{equation}
Apply this to $E_1(b)$ and use $\ln b=\ln a-1/\varepsilon$:
\begin{equation}
\frac{N}{N_0}=1-\varepsilon(\ln a+\gamma)
+\varepsilon[\operatorname{Ein}(b)-E_1(a)].
\label{eq:error}
\end{equation}
When $a\gg1$ and $b\ll1$, the last bracket is small, and
\begin{equation}
\boxed{\frac{N}{N_0}\simeq1-\varepsilon[\ln(k_{\max}t)+\gamma],
\qquad R\simeq\frac{N_0\varepsilon}{t}.}
\label{eq:laws}
\end{equation}

The error can be bounded. Since $0\le1-e^{-s}\le s$, one has $0\le\operatorname{Ein}(b)\le b$. Replacing $1/s$ by its largest value $1/a$ in $E_1(a)$ gives $E_1(a)\le e^{-a}/a$. The true value of $N/N_0$ minus the logarithmic law therefore lies between $-\varepsilon e^{-a}/a$ and $\varepsilon b$. The true rate falls below $N_0\varepsilon/t$ by the fraction $1-e^{-b}+e^{-a}\le b+e^{-a}$.

\subsection{Before and after the window}

For $a\ll1$, expansion of both exponentials in \eqref{eq:exactR} gives
\begin{equation}
R(0)=N_0\varepsilon(k_{\max}-k_{\min}).
\end{equation}
The rate starts at a finite value, and the residue initially falls linearly in time. The inverse-time law does not extend back to $t=0$.

For $b\gg1$, $E_1(a)$ is negligible for a broad distribution. One integration by parts gives
\begin{equation}
E_1(b)=\frac{e^{-b}}b-\int_b^\infty\frac{e^{-s}}{s^2}\,ds.
\end{equation}
The subtracted integral is at most $E_1(b)/b$, so $e^{-b}/(b+1)\le E_1(b)\le e^{-b}/b$. Thus
\begin{equation}
\frac N{N_0}\simeq\varepsilon\frac{e^{-k_{\min}t}}{k_{\min}t}.
\end{equation}
The logarithm ends when the strongest sites begin to empty. Continued further, it would predict a negative residue.

If the rate is to lie within $5\%$ of $N_0\varepsilon/t$, then $e^{-a}=0.05$ marks the start and $e^{-b}=0.95$ the end, provided the other edge is negligible at each point:
\begin{equation}
t_{\rm start}=\frac{\ln20}{k_{\max}},\qquad
t_{\rm end}=\frac{-\ln0.95}{k_{\min}}.
\label{eq:window}
\end{equation}
Broad means broad compared with $k_BT$. The largest value of $Rt/(N_0\varepsilon)$ is $0.911$ for $W=4k_BT$ and $0.960$ for $W=5k_BT$, so the narrower distribution has no $5\%$ window at all.

\section{Second derivation: move an emptying front}

The second route finds the rate before the residue and needs no exponential integral. The occupancy depends on $E$ and $t$ through the single variable $x=\nu te^{-E/k_BT}$. Writing a prime for $d/dx$,
\begin{equation}
t\,\partial_t\theta=x\theta',\qquad
k_BT\,\partial_E\theta=-x\theta',
\end{equation}
and therefore
\begin{equation}
t\,\partial_t\theta=-k_BT\,\partial_E\theta.
\label{eq:translation}
\end{equation}
Multiplying time by a factor $\lambda$ shifts the occupancy profile upward in energy by $k_BT\ln\lambda$ without changing its shape.

Differentiate \eqref{eq:definitions} and use \eqref{eq:translation}:
\begin{align}
R&=-\frac{N_0}{W}\int_{E_l}^{E_h}\partial_t\theta\,dE
=\frac{N_0k_BT}{Wt}\int_{E_l}^{E_h}\partial_E\theta\,dE\nonumber\\
&=\frac{N_0\varepsilon}{t}[\theta(E_h,t)-\theta(E_l,t)].
\label{eq:frontR}
\end{align}
Inserting $\theta=e^{-x}$ recovers \eqref{eq:exactR}. In the window the upper edge is full and the lower edge empty, so the bracket is one. Equal ratios of time then empty equal intervals of energy, and these contain equal numbers of sites.

The additive constant follows from the position of the front. Let $p=\partial_E\theta$. In the window $p$ integrates to one and acts as a probability density for the front energy. In terms of $x$ its weight is $e^{-x}dx$ on $0<x<\infty$. Since $E=k_BT[\ln(\nu t)-\ln x]$, the mean front energy is
\begin{align}
E_*&=k_BT\left[\ln(\nu t)-\int_0^\infty e^{-x}\ln x\,dx\right]\nonumber\\
&=k_BT[\ln(\nu t)+\gamma].
\label{eq:front}
\end{align}
Integration by parts gives
\begin{equation}
\int_{E_l}^{E_h}\theta\,dE
=W\theta(E_l,t)+\int_{E_l}^{E_h}(E_h-E)p\,dE.
\end{equation}
With the lower edge empty and the front inside the range, this becomes
\begin{equation}
\frac N{N_0}\simeq\frac{E_h-E_*}{W}
=1-\frac{E_*-E_l}{W}.
\end{equation}
Because $E_*-E_l=k_BT[\ln(k_{\max}t)+\gamma]$, this is the logarithmic law in \eqref{eq:laws}.

The front is not sharp. Occupancies of $0.1$ and $0.9$ occur at $x=\ln10$ and $x=\ln(10/9)$, so the energy between them is $k_BT\ln[\ln10/\ln(10/9)]=3.08k_BT$.

\section{What each derivation assumes}

The first derivation uses the exponential decay of each site and the uniform density from the start. In return it gives the residue at all times and explicit error bounds. The second needs less for the $1/t$ law: an occupancy that depends on $x$ alone, and a front lying well inside a uniform range.

First-order kinetics is therefore sufficient but not necessary. If each class of sites obeyed $\partial_t\theta=-k\theta^2$, then $\theta=1/(1+x)$, and \eqref{eq:frontR} would again give $R\simeq N_0\varepsilon/t$. The front weight would be $dx/(1+x)^2$, for which the mean of $\ln x$ vanishes by the symmetry $x\to1/x$. The constant $\gamma$ would disappear, but the slope would stay the same. An observed $1/t$ rate does not by itself establish first-order release.

The front picture also shows how far uniformity is needed. Let the initial density per unit energy be $(N_0/W)h(E)$. The same steps give $Rt=N_0\varepsilon\int h\,p\,dE$. If $h$ is linear across the front, its average is its value at the mean, so
\begin{equation}
Rt\simeq N_0\varepsilon h(E_*).
\label{eq:local}
\end{equation}
A sloping distribution makes $Rt$ drift as $E_*$ advances.

If $\ln\nu$ varies linearly with $E$, then $\ln k$ is still linear in $E$. The substitution $x=kt$ works as before, with $\varepsilon$ replaced by $1/\ln(k_{\max}/k_{\min})$, provided $k$ still decreases with $E$.

Repulsion between occupied sites breaks their independence. In a mean-field model, let the stated barriers apply at full initial coverage, and let every rate be multiplied by $\exp[w(N/N_0-1)/k_BT]$. Barriers then rise by up to $w$ as the surface empties. Define an effective time $\tau$ by letting $d\tau/dt$ equal this factor. The residue is the ideal function of $\tau$, so in the window $N/N_0-1=-\varepsilon\ln(C\tau)$ with $C=k_{\max}e^\gamma$. Since $\varepsilon w/k_BT=w/W$,
\begin{equation}
\frac{d\tau}{dt}=(C\tau)^{-w/W},\qquad
\frac{C^{w/W}\tau^{1+w/W}}{1+w/W}=t+\text{constant}.
\end{equation}
Once the constant is negligible, $\ln\tau$ grows as $\ln t/(1+w/W)$, and the logarithmic slope falls from $\varepsilon$ to $\varepsilon/(1+w/W)$.

\section{A sulfate residue in a hot spin rinse}

Consider sulfate left on one face of an oxidized $300\,\mathrm{mm}$ silicon wafer after a sulfuric acid--peroxide strip. Take $N_0=10^{13}\,\mathrm{cm^{-2}}$, $T=343.15\,\mathrm K$, $\nu=10^{13}\,\mathrm{s^{-1}}$, and energies from $0.80$ to $1.20\,\mathrm{eV}$. The coverage and temperature are rough process values. The energies and prefactor are chosen model parameters, not measured properties of sulfate.

Here $k_BT=0.02957\,\mathrm{eV}$, so $\varepsilon=0.02957/0.40=0.0739$. The edge rates are $k_{\max}=17.8\,\mathrm{s^{-1}}$ and $k_{\min}=2.38\times10^{-5}\,\mathrm{s^{-1}}$. Equation \eqref{eq:window} gives a $5\%$ window from $0.168$ to about $2160\,\mathrm s$. At $60\,\mathrm s$, $k_{\max}t=1068$, and
\begin{equation}
\frac N{N_0}\simeq1-0.0739(\ln1068+0.577)=0.442.
\end{equation}
The inverse-time rate is $10^{13}\times0.0739/60=1.23\times10^{10}\,\mathrm{cm^{-2}\,s^{-1}}$. At $600\,\mathrm s$ the full formula leaves $0.273N_0$ and gives a rate of $1.21\times10^9\,\mathrm{cm^{-2}\,s^{-1}}$, which is $1.4\%$ below the inverse-time value because $k_{\min}t=0.014$.

Each decade of time in the window removes $\varepsilon\ln10=17\%$ of the original residue. Between $60$ and $600\,\mathrm s$ the front moves from $1.023$ to $1.091\,\mathrm{eV}$. Temperature acts through the same front energy: with the distribution and prefactor fixed, a rinse at $333.15\,\mathrm K$ needs $170\,\mathrm s$ to match $60\,\mathrm s$ at $343.15\,\mathrm K$.

The later time, $600\,\mathrm s$, is chosen to show the tail. Real rinses can break several assumptions of the model. Six singly charged neighbours at the mean spacing of $3.16\,\mathrm{nm}$, in water of relative permittivity $63$, give a rough repulsion energy $w=0.043\,\mathrm{eV}$. Integrating the site equations with this value raises the residue fraction from $0.442$ to $0.490$ at $60\,\mathrm s$ and from $0.273$ to $0.336$ at $600\,\mathrm s$. The slope over that decade is $0.900\varepsilon$, against the predicted $0.902\varepsilon$. These values treat the ions as surrounded by water. At a flat boundary with thick oxide of relative permittivity $3.9$, the effective permittivity is the mean of the two, about $33$. This nearly doubles $w$ and raises the residue fractions to about $0.53$ and $0.38$. Stopping at six neighbours ignores more distant charges and screening, and a barrier shift linear in coverage is only a model. If the barrier follows the potential of a Gouy--Chapman diffuse layer, for ionic strengths from $10\,\mathrm{mM}$ down to pure water, the fractions are $0.50$--$0.52$ and $0.36$--$0.39$, and the slope is $0.85\varepsilon$--$0.77\varepsilon$. Doubly charged ions in water would make $w$ four times larger and give $0.59$ and $0.47$.

Acid carried over in the water film delays the start. The first estimates treat the film as a stagnant layer under flowing water, which is the slow limit. For a $50\,\mu\mathrm m$ film, a diffusivity of $2\times10^{-5}\,\mathrm{cm^2\,s^{-1}}$ and an assumed capture velocity of $10^{-3}\,\mathrm{cm\,s^{-1}}$, the delay can be estimated as follows. With fresh water at its outer surface, a film of thickness $d$ and diffusivity $D$ loses acid with the time constant of its slowest diffusion mode, $4d^2/(\pi^2D)=0.507\,\mathrm s$. Acid at a rough $18\,\mathrm{mol\,L^{-1}}$ would at first be captured by an empty surface at $1.1\times10^{19}\,\mathrm{cm^{-2}\,s^{-1}}$. A cautious estimate of the delay is the time for this to fall to the ideal release rate at $60\,\mathrm s$, a reduction by a factor of $8.8\times10^8$. It is $0.507\ln(8.8\times10^8)\,\mathrm s$, or about $10\,\mathrm s$, which would make the release rate at $60\,\mathrm s$ $21\%$ higher and the residue fraction $0.456$.

This overstates the delay, because a slowly emptying site stays empty once refilling takes longer than the washout time $\tau_w=0.507\,\mathrm s$. Dividing the initial capture rate by $N_0$ gives a refilling rate $r_0=1.1\times10^6\,\mathrm{s^{-1}}$ for each empty site. If it decays as $r_0e^{-t/\tau_w}$, the site equation delays slow sites by $\tau_w[\ln(r_0\tau_w)+\gamma]=7.0\,\mathrm s$. The release rate at $60\,\mathrm s$ is then $13\%$ higher than without the delay, and the residue fraction is $0.451$. A finite water flow over the stagnant layer leaves some acid at its outer surface. At $2\,\mathrm{L\,min^{-1}}$ this lengthens the washout time to about $0.60\,\mathrm s$ and the delay from the same formula to about $8.3\,\mathrm s$, and the release rate is $16\%$ higher. On a spinning wafer, however, a film of this thickness is itself the flowing water, with a mean residence time of about $0.1\,\mathrm s$. For a uniform $50\,\mu\mathrm m$ sheared film of constant viscosity, advection and diffusion together cut the delay to about $0.5\,\mathrm s$ at the wafer edge, and the rate at $60\,\mathrm s$ rises by about $1\%$. The high viscosity of the concentrated acid, neglected here, would slow the first stage.

Recapture of released sulfate matters less. With the same stagnant film and capture velocity and a water flow of $2\,\mathrm{L\,min^{-1}}$, it raises the residue fraction by about $0.002$ at both times. The front argument explains the nearly unchanged slope. Let $\beta$ be the capture velocity times the transport resistance of film and flow, here $0.27$. The concentration at the surface is proportional to the net release rate $R$, so each empty site refills at the rate $\beta R/N_0$. If $R=N_0\varepsilon/t$, the site equation is
\begin{equation}
t\,\partial_t\theta=-x\theta+\beta\varepsilon(1-\theta).
\end{equation}
It has a solution depending on $x$ alone, equal to one at $x=0$ and tending to zero at large $x$. Equation \eqref{eq:frontR} then returns the assumed rate. The refilling term is small because it contains $\beta\varepsilon=0.02$, not $\beta$ itself.

The distribution and the temperature also matter. A density rising linearly from $0.8$ to $1.2$ of its mean across the range raises the rate, relative to that of the uniform density, by $2\%$ at $60\,\mathrm s$ and $9\%$ at $600\,\mathrm s$. The factor $h(E_*)$ in \eqref{eq:local} is $1.023$ and $1.091$ at these times. A prefactor growing tenfold from the lowest to the highest energy steepens the logarithmic slope by $21\%$. A rinse $5\,\mathrm K$ colder leaves $0.479N_0$ at $60\,\mathrm s$. Hydrolysis chemistry, changing pH and nonuniform flow are outside these estimates. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Temperature: 343.15 K; kT: 0.02957 eV
Energy range: 0.80 to 1.20 eV
Prefactor: 1.0e+13 1/s
Initial residue: 1.0e+13 1/cm2
eps = kT/width: 0.07393; width/kT: 13.53
Fastest rate kmax: 17.805 1/s
Slowest rate kmin: 2.376e-05 1/s
Initial release rate: 1.316e+13 1/(cm2 s)
Five-percent window: 0.168 to 2159 s
Peak R*t/(N0*eps), widths 4kT, 5kT: 0.911, 0.960
Log-law loss per decade: 17.02 % of N0
At 60 s: kmax*t = 1068.3, kmin*t = 0.00143
  residue fraction, full formula: 0.44189; log law: 0.44178
  residue: 4.419e+12 1/cm2
  release, full formula: 1.2303e+10 1/(cm2 s)
  release, inverse-time law: 1.2321e+10 1/(cm2 s)
  front energy E*: 1.0233 eV
At 600 s: kmax*t = 10683.3, kmin*t = 0.01426
  residue fraction, full formula: 0.27261; log law: 0.27156
  residue: 2.726e+12 1/cm2
  release, full formula: 1.2147e+09 1/(cm2 s)
  release, inverse-time law: 1.2321e+09 1/(cm2 s)
  front energy E*: 1.0914 eV
Front width, 10 to 90 % occupancy: 0.0912 eV
Time at 333.15 K equivalent to 60 s: 169.5 s
Residue fraction at that time: 0.44187
Film: 50 um; diffusivity: 2.0e-05 cm2/s
Wafer face: 706.9 cm2; flow: 2.0 L/min
Effluent sulfate at 60 s: 0.433 nmol/L
Assumed capture velocity: 1.0e-03 cm/s
Transport resistance: 271.2 s/cm
Capture times resistance: 0.271
Recapture residue, 60, 600 s: 0.44428, 0.27497
Recapture rate ratio, 60, 600 s: 1.0000, 1.0005
Carried-over acid: 18 mol/L
Film washout time constant: 0.507 s
Estimated start delay: 10.43 s
Delayed residue at 60 s: 0.45599; rate ratio: 1.211
Water relative permittivity: 63; mean spacing: 3.16 nm
Neighbour repulsion energy: 0.0434 eV
Repulsion residue, 60, 600 s: 0.48958, 0.33636
Repulsion log slope / ideal eps: 0.9001
20 % tilt rate ratio, 60, 600 s: 1.0230, 1.0894
Tenfold prefactor spread, slope / eps: 1.2051
Tenfold prefactor spread, residue at 60 s: 0.43024
5 K colder, residue at 60 s: 0.47911
\end{verbatim}
